The Coulomb correction to high-energy pair production, evaluated for lead

**1. The physical question**

A photon of many MeV passing a lead nucleus can turn into an electron and a positron. To lowest order in the nuclear field, the Born approximation, the cross section grows as Z². The expansion parameter is a = Zα, with α the fine-structure constant, and for lead a ≈ 0.6. Repeated interactions with the nucleus therefore need not be small. The high-energy limit allows them to be summed.

I use ħ = c = m = 1, where m is the electron mass, and e² = α. Lengths are then in reduced Compton lengths, and the classical electron radius is r_e = α. Hence αZ²r_e² = αa².

The nucleus is fixed and pointlike. The atomic electrons enter only as screening, through the potential energy of the electron,

V(R) = −a e^(−μR)/R, μ ≪ 1.

The positron has the opposite potential energy. Recoil, radiative corrections and pair production on atomic electrons are left out.

**2. Two time scales**

Let the electron carry longitudinal momentum xω and transverse momentum k, and the positron (1−x)ω and −k. Expanding both square roots, the pair energy exceeds the photon energy ω by

ΔE = (1+k²)/(2xω) + (1+k²)/[2(1−x)ω] = (1+k²)/[2ωx(1−x)].

The important k are of order 1. The pair forms over a time 1/ΔE, of order ω, but crosses the atom in a time of order 1/μ. I assume ω ≫ 2/μ, called complete screening. Conversion inside the atom is then negligible, and the transverse positions are frozen during the crossing. The ends of the spectrum, where x or 1−x is of order 1/(μω), violate this condition, but their share of the total vanishes as ω grows.

Let S be the factor that the crossing at t = 0 puts on the pair state, and H the coupling to the photon. Conversion before the crossing is followed by S; conversion after it is not. With the coupling switched off slowly at distant times, the pair state is

−i [S ∫₋∞⁰ e^(iΔEt) dt + ∫₀^∞ e^(iΔEt) dt] H|γ⟩ = −(S−1)(1/ΔE) H|γ⟩,

because the integrals are 1/(iΔE) and −1/(iΔE). Without a field S = 1 and no pair emerges.

**3. The vertex**

Let ε = xω and ε′ = (1−x)ω be the particle energies to leading order, e the photon polarization, and p and q the electron and positron momenta. The spinors, normalized to twice the energy, are

u = √(ε+1) (χ, σ·p/(ε+1) χ), v = √(ε′+1) (σ·q/(ε′+1) η, η).

To first order in 1/ω,

σ·p/(ε+1) ≈ σ_z(1−1/ε) + σ·k/ε,
σ·q/(ε′+1) ≈ σ_z(1−1/ε′) − σ·k/ε′.

The matrix element u†(α·e)v, with α here the Dirac matrices, is χ†Mη, where

M = √(εε′) {σ·e + [σ·p/(ε+1)] σ·e [σ·q/(ε′+1)]}.

Since σ_z σ·e σ_z = −σ·e, the leading terms cancel, leaving

M = √(εε′) {(1/ε+1/ε′)σ·e + σ·k σ·e σ_z/ε − σ_z σ·e σ·k/ε′}.

In the last term σ_z commutes with the product of two transverse matrices. With σ·k σ·e = k·e + iσ_z(k×e)_z, and the opposite sign of the cross product for the reversed order,

M = {σ·e + [(1−2x)k·e + iσ_z(k×e)_z]σ_z}/√(x(1−x)).

The cross terms in the spin trace vanish. Averaging over two polarizations replaces (k·e)(k′·e) and (k×e)_z(k′×e)_z each by k·k′/2. Since (1−2x)²+1 = 2[x²+(1−x)²],

⟨tr M(k)M†(k′)⟩ = 2{1 + [x²+(1−x)²] k·k′}/[x(1−x)].

**4. The pair in transverse space**

For a photon in unit volume the vector potential has amplitude √(2π/ω). Normalizing the spinors to one divides M by √(2ε·2ε′) = 2ω√(x(1−x)). After division by ΔE the pair amplitude is

Φ(k) = √α √(2π/ω) √(x(1−x)) M(k)/(1+k²).

Its spin sum, averaged over polarization, is

⟨tr Φ(k)Φ†(k′)⟩ = (4πα/ω) {1+[x²+(1−x)²]k·k′}/[(1+k²)(1+k′²)].

Now transform to the transverse separation r:

∫ d²k/(2π)² e^(ik·r)/(1+k²) = K₀(r)/(2π).

A factor k becomes −i∇, and K₀′ = −K₁, so the k·k′ term gives K₁². The longitudinal states contribute ω dx/(2π). Thus the density of pairs in x and r is

|ψ|² = (ω/2π)(4πα/ω)(1/4π²){…} = (α/2π²){[x²+(1−x)²]K₁²(r) + K₀²(r)}.

A photon spread uniformly over a transverse area A converts with probability P, and the cross section is AP. The normalization volume cancels against the density of final states. Summing over all final pair states,

σ = ∫dx ∫d²r |ψ|² ∫d²b |S−1|².

**5. The phase from the nucleus**

Let b₁ = |b| and b₂ = |b−r| be the distances of the electron and positron paths from the nucleus in the transverse plane. A fast particle on a straight path acquires the phase −∫V dz, independent of spin at leading order. For the electron, the substitution z = b₁ sinh s gives

a ∫ e^(−μb₁ cosh s) ds = 2aK₀(μb₁),

with s running from −∞ to ∞. The positron phase has the opposite sign. Therefore

S = e^(iφ), φ = 2a[K₀(μb₁) − K₀(μb₂)],
|S−1|² = 2 − 2cos φ.

The lowest order in a is φ², the Born term. The rest, 2 − 2cos φ − φ², is never positive, because 2 − 2cos φ = 4 sin²(φ/2) ≤ φ². In this limit the Coulomb correction therefore lowers the cross section. The Born term keeps growing with the phase, whereas the true |S−1|² cannot exceed 4.

**6. The Born term**

In transverse momentum space K₀(μb) is the transform of 1/(q²+μ²):

K₀(μb) = ∫ d²q/(2π) e^(iq·b)/(q²+μ²).

Hence

∫d²b K₀(μb₁)K₀(μb₂) = ∫d²q e^(iq·r)/(q²+μ²)² = (πr/μ)K₁(μr).

The last form follows by applying −d/d(μ²) to 2πK₀(μr). At r = 0 it becomes π/μ². Expanding the square in φ²,

∫φ² d²b = (8πa²/μ²)[1 − μrK₁(μr)].

For small z, zK₁(z) ≈ 1 + (z²/2)[ln(z/2)+γ−½], where γ is Euler's constant, so for μr ≪ 1

∫φ² d²b → 4πa²r² [ln(2/(μr)) − γ + ½].

The logarithm comes from distances between r and 1/μ, where φ falls as 1/b.

**7. The higher orders**

For small z, K₀(z) ≈ −ln(z/2) − γ, so μ cancels in the phase and φ → 2a ln(b₂/b₁). The integral

D = ∫d²b [2 − 2cos φ − φ²]

converges without screening. At large b the integrand is about −φ⁴/12, which falls as 1/b⁴. At the two centres it has only integrable squared logarithms.

Treat b and r as complex numbers and put u = b/(b−r). Then b = ru/(u−1), and the area element is d²b = r² d²u/|u−1|⁴. With |u| = ρ = e^t, we have φ = −2at. The angular integral follows from 1/(1−ρe^(iθ))² = Σ(n+1)ρⁿe^(inθ) for ρ < 1, with n from 0:

∫dθ/|1−ρe^(iθ)|⁴ = 2πΣ(n+1)²ρ²ⁿ = 2π(1+ρ²)/(1−ρ²)³.

For ρ > 1, taking out a factor ρ gives the same form with |1−ρ²|³. Since ρdρ = ρ²dt,

ρ²(1+ρ²)/|1−ρ²|³ = cosh t/(4|sinh t|³).

Negative and positive t contribute equally. With g(t) = 2 − 2cos 2at − 4a²t²,

D = πr² ∫₀^∞ g(t) cosh t/sinh³t dt.

Near t = 0, g varies as t⁴. Use cosh t/sinh³t = −½ d(1/sinh²t)/dt, then 1/sinh²t = −d(coth t − 1)/dt. The boundary terms vanish at both ends in both integrations by parts:

D = (πr²/2) ∫₀^∞ g′(t)/sinh²t dt
= (πr²/2) ∫₀^∞ g″(t)(coth t−1) dt.

Here g″ = −8a²(1−cos 2at) and coth t−1 = 2/(e^(2t)−1) = 2Σe^(−2nt), with n from 1. Thus

D = −8πa²r² Σ ∫₀^∞ (1−cos 2at)e^(−2nt) dt.

Each integral is

1/(2n) − 2n/(4n²+4a²) = ½[1/n − n/(n²+a²)] = ½ a²/[n(n²+a²)].

The result is

D = −4πa²r² f(a), f(a) = a² Σₙ₌₁^∞ 1/[n(n²+a²)].

Compared with section 6, the higher orders replace the Born bracket L = ln(2/(μr)) − γ + ½ by L − f, up to terms that vanish as μr → 0. For lead the effective f is 0.3297 at μr = 0.03 and 0.3195 at μr = 0.1, against the limit 0.3316.

**8. Integrating over the pair**

Write A(s) = ∫₀^∞ r^(s−1)K₀² dr and B(s) = ∫₀^∞ r^(s−1)K₁² dr. From K₀(r) = ½∫e^(−r cosh y)dy, the product of two such integrals, in half-sum and half-difference variables, is

K₀² = ½∬ e^(−2r cosh y cosh y′) dy dy′.

The r integral gives Γ(s)(2 cosh y cosh y′)^(−s), and ∫cosh^(−s)y dy = 2^(s−1)Γ(s/2)²/Γ(s). Therefore

A(s) = 2^(s−3)Γ(s/2)⁴/Γ(s).

Next, K₀′ = −K₁ and K₁′ = −K₀ − K₁/r give

d[r^s(K₀²−K₁²)/2]/dr = (s/2)r^(s−1)(K₀²−K₁²) + r^(s−1)K₁².

For s near 4 the left side integrates to zero, so sA = (s−2)B. At s = 4, A = 1/3 and B = 2/3. Since ∫d²r supplies 2π∫r dr, the correction to the spectrum is

Δ(dσ/dx) = (α/2π²)(2π)(−4πa²f){(2/3)[x²+(1−x)²]+1/3}
= −4αZ²r_e² f [1−(4/3)x(1−x)].

As ∫₀¹x(1−x)dx = 1/6, the bracket integrates to 7/9, and

Δσ = −(28/9) αZ²r_e² f(a).

The Born logarithm also needs the mean of ln r, which is the logarithmic derivative of each moment at s = 4. For K₀² it is

ln 2 + 2(1−γ) − (11/6−γ) = ln 2 + 1/6 − γ.

For K₁² the factor s/(s−2) adds 1/4 − 1/2 = −1/4, giving ln 2 − 1/12 − γ. Inserted in section 6, these turn the Born bracket into ln(1/μ)+1/3 and ln(1/μ)+7/12. Their weights after the x integration are 3/9 and 4/9. The mean constant is (3·1/3+4·7/12)/7 = 10/21, so

σ = (28/9) αZ²r_e² [ln(1/μ) + 10/21 − f(a)].

**9. Limits and range of validity**

For small a, expanding the denominators gives f = ζ(3)a² − ζ(5)a⁴ + …, where ζ is the Riemann zeta function. The relative correction then starts at order a². A term cubic in φ is absent because 2 − 2cos φ is even.

The distances that matter follow from the tail of D. Far from the pair φ ≈ −2ar cos θ/b, with θ the angle between b and r, and the angular integral of cos⁴θ is 3π/4. The part of |D| from b > R is therefore

(4/3)a⁴r⁴(3π/4)∫_R^∞ db/b³ = πa⁴r⁴/(2R²).

Divided by 4πa²r²f, this is a²r²/(8R²f). For lead and R = 5r the share is about 0.5%, so distant passages contribute little. The correction comes mainly from close passages, where the phase grows logarithmically: for lead, a third of D arises within r/10 of one of the two paths, more than half within r/5, and 83% within r/2.

This locality suggests why f also applies to a bare Coulomb field when ω ≫ 1. Choose a distance R with 1 ≪ R ≪ ω. Inside R the frozen-path description holds; outside, the pair acts as a small dipole and higher orders are suppressed. Removing screening changes the Born logarithm, which then depends on ω, but not f. This is a matching argument, not a calculation of the finite-energy corrections.

Near threshold the particles are slow, their paths are not frozen, and the electron and positron respond differently to attraction and repulsion. The formula does not apply there.

**10. Lead**

With Z = 82 and α = 0.00729735, a = 0.59838 and a² = 0.35806. The first two terms are

n = 1: 0.35806/1.35806 = 0.26366,
n = 2: 0.35806/(2×4.35806) = 0.04108.

The next three are 0.01275, 0.00547 and 0.00282. Five terms give 0.3258; summing 200,000 terms gives

f(lead) = 0.3316.

The leading small-a estimate ζ(3)a² = 0.4304 is 30% above this value, so lead needs the full series.

With αZ²r_e² = 3.8963 barn, the prefactor is (28/9)×3.8963 = 12.122 barn, and

Δσ = −12.122×0.3316 = −4.02 barn.

These digits hold for a point nucleus. Spreading the charge over a sphere of radius 7.1 fm lowers the effective f by about 0.003 and the size of the correction by about 0.04 barn. The Born term drops by the same amount, so the total changes by only about 0.001 barn.

At equal energy sharing, x = 1/2, the bracket in the spectrum is 2/3, and the correction to dσ/dx is −4×3.896×0.3316×2/3 = −3.45 barn.

A comparison with the Born value needs a screening length. I choose the Bohr radius divided by Z^(1/3), a simple model rather than a computed electron density of lead. Then μ = αZ^(1/3) = 0.0317, and 2/μ corresponds to 32 MeV; the photon energy must be far above this. The approach is slow: in the same model, Bethe's high-energy screening integrals put the Born cross section about 9% below its limit at 320 MeV, 4% below at 1 GeV and 0.5% below at 10 GeV. The Born bracket is 3.4513+0.4762 = 3.9275, or 3.928 to three decimals, so

σ_Born = 12.122×3.928 = 47.6 barn,
σ = 12.122×(3.928−0.332) = 43.6 barn.

The reduction is 8.4% of the Born value in this model. The absolute values depend on the screening. With Molière's three-exponential fit to the Thomas–Fermi potential the Born value is 45.2 barn, and subtracting the same 4.02 barn leaves 41.2 barn, a reduction of 8.9%. The single-exponential totals are thus about 5% higher.

The formula drops terms that vanish as μ → 0, roughly as μ² times squared logarithms. Numerical quadrature over b and r with the screened phase of section 5 keeps them. It gives a total of 43.7 barn and an effective f of 0.3275, about 1.2% below the limiting value. With μ ten times smaller, the effective f is 0.3315, much closer to 0.3316. The small shift is thus an effect of finite screening length, while the limit itself does not depend on μ.
